\section*{Ultrasoft Berry-phase overlaps and the on-site dipole in polarisation}

\section{Setting}

Consider an insulating crystal of independent electrons in a fixed effective potential, with filled bands holding $f=2$ electrons per orbital. Hartree atomic units are used and the electron has charge $-1$. All-electron Bloch orbitals are written $\Psi_{n\mathbf k}$ and their smooth ultrasoft counterparts $\psi_{n\mathbf k}$; "all-electron" means unpseudised within this independent-electron description.

Around each pseudised site $\mathbf R$ there is an augmentation region, and these regions do not overlap. Inside one, all-electron partial waves $\phi_i$ are paired with smooth waves $\tilde\phi_i$ that coincide with them at and beyond its edge. Localised projectors satisfy $\langle\beta_i|\tilde\phi_j\rangle=\delta_{ij}$, and
\begin{equation}
\Psi=\psi+\sum_{\mathbf R i}(\phi_i^{\mathbf R}-\tilde\phi_i^{\mathbf R})\langle\beta_i^{\mathbf R}|\psi\rangle .
\end{equation}

\section{(a) The overlap matrix}

\emph{Derive the overlap between the cell-periodic parts of $\Psi_{m\mathbf k}$ and $\Psi_{n,\mathbf k+\mathbf b}$ in terms of the smooth orbitals.}

\subsection*{Solution}

Assume first that the partial waves are complete for the occupied states: inside a region $\psi_n=\sum_i c_i^n\tilde\phi_i$, with $c_i^n=\langle\beta_i|\psi_n\rangle$. Then $\Psi_n=\sum_i c_i^n\phi_i$ there, and subtracting the two products gives
\begin{align}
\Psi_m^*\Psi_n&=\psi_m^*\psi_n+\sum_{\mathbf Rij}c_i^{m*}c_j^n\,Q_{ij}(\mathbf r-\mathbf R),\\
Q_{ij}&=\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j .
\end{align}
Any local function $g(\mathbf r)$ is therefore represented by $\int g(\mathbf r)K(\mathbf r)\,d\mathbf r$, where
\begin{equation}
K(\mathbf r)=|\mathbf r\rangle\langle\mathbf r|+\sum_{\mathbf Rij}Q_{ij}(\mathbf r-\mathbf R)|\beta_i^{\mathbf R}\rangle\langle\beta_j^{\mathbf R}| .
\end{equation}
If the partial waves are incomplete, this operator defines the ultrasoft approximation. The choice $g=1$ gives the metric $S=1+\sum q_{ij}|\beta_i\rangle\langle\beta_j|$, with $q_{ij}=\int Q_{ij}$, and the orbitals obey $\langle\psi_m|S|\psi_n\rangle=\delta_{mn}$ per cell.

The cell-periodic part is $u_{n\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}\Psi_{n\mathbf k}$, so the required overlap is the integral of $\Psi_{m\mathbf k}^*e^{-i\mathbf b\cdot\mathbf r}\Psi_{n,\mathbf k+\mathbf b}$ over a cell. Set $g=e^{-i\mathbf b\cdot\mathbf r}$ and $\mathbf r=\mathbf R+\mathbf r'$. The augmentation integral becomes $e^{-i\mathbf b\cdot\mathbf R}Q_{ij}(\mathbf b)$, with
\begin{equation}
Q_{ij}(\mathbf b)=\int Q_{ij}(\mathbf r')e^{-i\mathbf b\cdot\mathbf r'}d\mathbf r' .
\end{equation}
Moving a site by a lattice vector $\mathbf T$ multiplies the two projections and the site phase by $e^{-i\mathbf k\cdot\mathbf T}e^{i(\mathbf k+\mathbf b)\cdot\mathbf T}e^{-i\mathbf b\cdot\mathbf T}=1$. Equivalent sites contribute equally, so one cell's sites suffice:
\begin{align}
M_{mn}(\mathbf k,\mathbf k+\mathbf b)={}&\langle\psi_{m\mathbf k}|e^{-i\mathbf b\cdot\mathbf r}|\psi_{n,\mathbf k+\mathbf b}\rangle\nonumber\\
&+\sum_{\mathbf Rij}\langle\psi_{m\mathbf k}|\beta_i^{\mathbf R}\rangle e^{-i\mathbf b\cdot\mathbf R}Q_{ij}(\mathbf b)\langle\beta_j^{\mathbf R}|\psi_{n,\mathbf k+\mathbf b}\rangle .\label{M}
\end{align}
The first term is integrated over one cell. At $\mathbf b=0$ the matrix is the identity. Since $Q_{ij}(\mathbf b)^*=Q_{ji}(-\mathbf b)$, it also obeys $M(\mathbf k,\mathbf k')^\dagger=M(\mathbf k',\mathbf k)$.

\section{(b) From overlaps to polarisation}

\emph{In one dimension, with cell length $a$, relate the overlaps along a closed string of $N$ points to the electronic dipole.}

\subsection*{Solution}

Let $b=2\pi/(Na)$ and close the string with $\psi_{k+2\pi/a}=\psi_k$. Define
\begin{equation}
\Phi=\operatorname{Im}\ln\prod_{j=0}^{N-1}\det M(k_j,k_{j+1}).
\end{equation}
A unitary mixing $U_j$ of the occupied bands changes $\det M(k_j,k_{j+1})$ by $(\det U_j)^*\det U_{j+1}$. These factors cancel around the string.

In a smooth periodic gauge, $M_{mn}=\delta_{mn}+b\langle u_m|\partial_ku_n\rangle+O(b^2)$. Because $\ln\det(1+\epsilon)=\operatorname{tr}\epsilon+O(\epsilon^2)$,
\begin{equation}
\Phi\to-\int_0^{2\pi/a}dk\sum_n\langle u_n|i\partial_ku_n\rangle .
\end{equation}
To read this integral, form the Wannier function $w_n=(a/2\pi)\int dk\,e^{ikx}u_{nk}$. Writing $xe^{ikx}=-i\partial_ke^{ikx}$ and integrating by parts, with no boundary term in a periodic gauge,
\begin{equation}
xw_n=\frac a{2\pi}\int dk\,e^{ikx}\,i\partial_ku_{nk}.
\end{equation}
Bloch functions at different $k$ are orthogonal, with weight $(2\pi/a)\delta(k-k')$ for unit norm per cell. The sum of centres is thus
\begin{equation}
X=\sum_n\langle w_n|x|w_n\rangle=\frac a{2\pi}\int dk\sum_n\langle u_n|i\partial_ku_n\rangle=-\frac a{2\pi}\Phi .
\end{equation}
The phase is defined modulo $2\pi$, and $X$ modulo $a$.

Each cell carries electronic dipole $-fX$. In a long finite chain whose gap stays open, the change of total dipole per cell tends to $-f\,\delta X$ plus the ionic part, because the end regions contain a fixed number of orbitals. Polarisation changes along such a path are the physical quantity.

In three dimensions, strings run along a reciprocal vector $\mathbf G_1$ and their phases are averaged over the transverse wave vectors. Before averaging, the multiples of $2\pi$ must be chosen so that the phase varies continuously from string to string. A continuous choice that is also periodic across the transverse zone requires the occupied bands to have zero Chern numbers, as assumed here. Then $\mathbf X\cdot\mathbf G_1=-\langle\Phi\rangle$, and with cell volume $V$,
\begin{equation}
\mathbf P_{\rm el}\cdot\mathbf G_1=\frac fV\langle\Phi\rangle .
\end{equation}

\section{(c) The first moment of the augmentation charge}

\emph{Expand $Q_{ij}(\mathbf b)$ and find which pairs of atomic partial waves have a dipole. Work out the $s$--$p_z$ case.}

\subsection*{Solution}

Expanding the exponential,
\begin{equation}
Q_{ij}(\mathbf b)=q_{ij}-i\mathbf b\cdot\mathbf d_{ij}+O(b^2),\qquad \mathbf d_{ij}=\int\mathbf r\,Q_{ij}(\mathbf r)\,d\mathbf r .
\end{equation}
The vector $\mathbf r$ has angular momentum one. Angular integration requires the product of the two partial waves to contain the same angular momentum, and parity requires $l_i+l_j$ to be odd. Hence $|l_i-l_j|=1$.

For an $s$--$p_z$ pair write $Q_{sp}=\mathcal Q(r)Y_{00}Y_{10}$, where $Y_{00}Y_{10}=(\sqrt3/4\pi)\cos\theta$. With $\mathbf b$ along $z$ and $\mu=\cos\theta$, the angular integral is
\begin{align}
\frac{\sqrt3}{4\pi}\,2\pi\int_{-1}^1\mu e^{-ibr\mu}d\mu
&=-\frac{i\sqrt3}{2}\int_{-1}^1\mu\sin(br\mu)\,d\mu\nonumber\\
&=-i\sqrt3\,j_1(br),
\end{align}
where $j_1(z)=(\sin z-z\cos z)/z^2$. The cosine part vanished by parity. Therefore
\begin{equation}
Q_{sp}(b)=-i\sqrt3\int_0^\infty r^2j_1(br)\mathcal Q(r)\,dr .
\end{equation}
For small $b$, $j_1(br)\simeq br/3$, giving $d_z=3^{-1/2}\int r^3\mathcal Q\,dr$. As a finite-$b$ check, take $\mathcal Q=r(1-r^2)^2$ for $r<1$ and zero beyond. At $b=1.3$ per bohr, direct angular quadrature and the Bessel formula both give $-0.017644\,i$.

\section{(d) What is lost without the first moment}

\emph{Keep the site phase but remove $d_{ij}$ from the one-dimensional overlap. Find the change of $X$ and decide whether a finer mesh restores it.}

\subsection*{Solution}

Put each link at its midpoint $\kappa$ and write $M_b(\kappa)=M(\kappa-b/2,\kappa+b/2)$. From part (a), $M_b^\dagger=M_{-b}$. The function $\theta_b=\operatorname{Im}\ln\det M_b$ is thus odd in $b$:
\begin{equation}
\theta_b(\kappa)=b\,\theta_1(\kappa)+b^3\theta_3(\kappa)+\cdots .
\end{equation}
The same symmetry holds for the matrix $M^0$ without $d_{ij}$, since $d_{ij}$ is Hermitian. To first order the matrices differ by
\begin{equation}
(M-M^0)_{mn}=-ib\sum_{Rij}\langle\psi_m|\beta_i^R\rangle d_{ij}\langle\beta_j^R|\psi_n\rangle .
\end{equation}
Both matrices are $1+O(b)$, so their phases differ at first order by the imaginary part of this trace:
\begin{equation}
\theta_b-\theta_b^0=-b\,D(\kappa)+O(b^3),\quad
D=\sum_{nRij}\langle\psi_n|\beta_i^R\rangle d_{ij}\langle\beta_j^R|\psi_n\rangle .
\end{equation}
Summing over links and multiplying by $-a/2\pi$, with $ab/2\pi=1/N$, gives
\begin{equation}
X_{\rm full}-X_{\rm without}=\frac1N\sum_\kappa D(\kappa)+O(b^2)
=\sum_{Rij}\rho_{ij}^Rd_{ij}+O(b^2),\label{loss}
\end{equation}
where
\begin{equation}
\rho_{ij}^R=\frac1N\sum_{nk}\langle\psi_{nk}|\beta_i^R\rangle\langle\beta_j^R|\psi_{nk}\rangle .
\end{equation}
The error is $O(b^2)$ because $N$ terms of order $b^3$ add to order $b^2$. Each link loses a phase proportional to $b$, while the number of links grows as $1/b$. The loss remains finite on an infinitely fine mesh.

Applying the argument to each string direction gives, in three dimensions,
\begin{equation}
\mathbf P_{\rm full}-\mathbf P_{\rm without}=-\frac fV\sum_{\mathbf Rij}\rho_{ij}^{\mathbf R}\mathbf d_{ij}.
\end{equation}
This is the on-site dipole of the augmentation charge. Removing all higher moments as well leaves the same limit, since the second moment first enters the phase at order $b^3$.

\section{(e) Symmetry, origin and the site phase}

\emph{When does the loss vanish? What changes if the site phase is also omitted?}

\subsection*{Solution}

At a site that is a centre of inversion, $d_{ij}$ connects partial waves of opposite parity. Inversion maps the occupied space at $k$ to that at $-k$ and reverses the sign of the corresponding product of projections. The $k$ average of $\rho_{ij}$ is then zero for these pairs, and so is the loss. More generally, a polarisation difference loses the change of $\sum\rho_{ij}d_{ij}$ between the two structures.

The first moment refers to the site centre. If it were taken about $R+t$, it would be $d_{ij}-tq_{ij}$ and the prefactor $e^{-ib(R+t)}$. The full product is unchanged, but the part called the dipole is not.

Now replace $e^{-ibR}Q_{ij}(b)$ by $q_{ij}$. The missing first-order term is $-ib(Rq_{ij}+d_{ij})$, and the argument of part (d) gives
\begin{equation}
X_{\rm full}-X_{\rm bare}=\sum_{Rij}\rho_{ij}^R(Rq_{ij}+d_{ij})
\end{equation}
in the fine-mesh limit, modulo $a$. Shift the whole crystal by $s$. Every full overlap gains $e^{-ibs}$, so with $n_{\rm occ}$ occupied bands $X_{\rm full}$ moves by $n_{\rm occ}s$. The projections and $\rho_{ij}$ are unchanged, hence
\begin{equation}
\delta X_{\rm bare}=s\left(n_{\rm occ}-\sum_{Rij}\rho_{ij}^Rq_{ij}\right).
\end{equation}
The augmentation charge has failed to move with its atom. This error is distinct from omitting $d_{ij}$, which preserves translation covariance.

\section{(f) A polar chain}

\emph{Evaluate the loss for a chain with wells at $R_A$ and $R_B$ in each cell, pseudising A alone.}

\subsection*{Solution}

Both wells have the shape $-V_{A,B}(1-y^2/r_c^2)^3$ for $|y|<r_c$, where $y$ is the distance from the centre. The parameters are $r_c=1.5$ bohr, $V_A=1.3$ and $V_B=1.1$ hartree, $a=9$ bohr and $R_A=2$ bohr. Well B lies at 6.5 bohr in the symmetric structure and at 5 bohr in the polar one. One band is occupied; in the polar structure its width is 0.0028 hartree and the gap is 0.181 hartree.

One even and one odd partial wave are taken at the mean band energy $\varepsilon=-0.60537$ hartree. The smooth waves are polynomials matched at $r_c$ through the third derivative, with leading coefficient 0.4 times the all-electron one. The local pseudopotential is zero inside A. For each parity set
\begin{equation}
\chi=(\varepsilon+\tfrac12\partial_x^2)\tilde\phi,\quad B=\langle\tilde\phi|\chi\rangle,\quad \beta=\chi/B,
\end{equation}
and add $(B+\varepsilon q)|\beta\rangle\langle\beta|$ to the Hamiltonian. Acting on $\tilde\phi$, the local part of $H-\varepsilon S$ gives $-\chi$ and the projector part gives $B\beta=\chi$, so the sum vanishes as required.

With 40 $k$ points the centres in the polar structure are:
\begin{center}
\begin{tabular}{lc}
Treatment & $X$ (bohr)\\
All-electron & 2.48128\\
Full ultrasoft & 2.48132\\
First moment removed & 2.47306\\
Only $q_{ij}$ and site phase & 2.47305
\end{tabular}
\end{center}
The loss is $2.48132-2.47306=0.00826$ bohr, equal to the separately evaluated $\sum\rho_{ij}d_{ij}$. The full ultrasoft result differs from the all-electron one by $4\times10^{-5}$ bohr, about 0.5\% of this loss.

The even--odd moment is $d_{eo}=0.20867$ for the unnormalised partial waves. Since both orderings contribute, $\operatorname{Re}\rho_{eo}=0.00826/(2\times0.20867)=0.0198$. The augmentation charge makes up 0.479 of each orbital's norm, or 0.957 electron when the orbital holds two (the output prints the value for one electron), yet its dipole is small because B mixes little odd character into the orbital on A.

Mesh refinement behaves as derived. When only the charges $q_{ij}$ and the site phase are kept, the difference between the loss and $\sum\rho_{ij}d_{ij}$ is $3.16\times10^{-5}$ bohr at 20 points and $7.9\times10^{-6}$ bohr at 40, a ratio of 4.00. In the symmetric structure $X=2.00000$ bohr and the on-site term vanishes to rounding. A rigid shift of 0.5 bohr moves the full centre by 0.50000 bohr. Without the site phase it moves by 0.26069 bohr, against $0.5(1-0.47854)=0.26073$ bohr from part (e).

Give B an ionic charge $+1$ and keep the A ion fixed. From the symmetric to the polar structure the total dipole changes by
\begin{equation}
\Delta p=-1.5-2(2.48132-2.00000)=-2.4626\ e\,\mathrm{bohr}.
\end{equation}
The finite $k$ mesh leaves an error of about $2\times10^{-4}$ $e$ bohr in this value. For a chosen area of 50 bohr$^2$ per chain it is $-31.31\ \mu$C/cm$^2$. Keeping only the charges gives $-31.10\ \mu$C/cm$^2$. The lost part, $-0.21\ \mu$C/cm$^2$, is 0.7\% of the total change and 1.7\% of its electronic part.

Polarisations of tens of $\mu$C/cm$^2$ are also found in perovskite ferroelectrics, but the agreement in size follows from the chosen area and charge. The 1.5 bohr displacement is several times larger than typical ferroelectric displacements, which are roughly a few tenths of a bohr. Real solids also break the fixed-potential assumption: their electrons screen the displacement self-consistently. That effect is not estimated here. The loss also depends on the pseudisation, through $d_{eo}$: with leading coefficient 0.2 or 0.8 in place of 0.4 it is 0.0104 or 0.0030 bohr, about 0.85\% or 0.24\% of the total change. For both reasons the 0.7\% cannot be transferred to a material.

\section{(g) Field response and the choice of reference energy}

\emph{Check $X$ through an electric field, and find how its error depends on $\varepsilon$.}

\subsection*{Solution}

For an isolated A--B pair, add the electron potential energy $Fx$. Its ultrasoft form is $F\int xK(x)\,dx$, which contains $F(Rq_{ij}+d_{ij})|\beta_i\rangle\langle\beta_j|$. Omitting $d_{ij}$ here would remove the same on-site dipole from the coupling to the field. Since $S$ does not depend on $F$, the first-order energy change gives $dE/dF=X$ at $F=0$.

A pair with the polar separation of 3 bohr is placed in an 18 bohr box, with A at 7 bohr, and pseudised at its own energy. The all-electron field derivative is 7.482845 bohr and the first moment of the ultrasoft density is 7.482842 bohr. The last digit of both values is uncertain: a 30 bohr box lowers the all-electron centre, measured from the same origin, by about $4\times10^{-6}$ bohr. The on-site term, 0.00827 bohr, is far larger than this shift and than their difference. The Berry phase with 16 points gives 7.48269 bohr; the remaining difference of $1.5\times10^{-4}$ bohr is almost entirely the error of the finite $k$ mesh, which falls as $b^2$; about $4\times10^{-6}$ bohr of it comes from the finite box and does not shrink with the mesh.

If $\varepsilon$ differs from $E$, the partial waves are no longer complete. Differentiating the Schr\"odinger equation with respect to energy and integrating over half the region, for a wave of definite parity, gives
\begin{equation}
\frac{\partial}{\partial E}\left(\frac{\phi'}{\phi}\right)_{r_c}=-\frac2{\phi(r_c)^2}\int_0^{r_c}\phi^2dx .
\end{equation}
The ultrasoft equation gives the same expression with the norm taken in the metric $S$; its Hermitian projector terms cancel. At $E=\varepsilon$ these norms agree by the definition of $q$. The logarithmic derivatives therefore agree in value and slope, and the eigenvalue error starts as $c(E-\varepsilon)^2$.

The centre error is the field derivative of the energy error. The field shifts the potential at A by $FR$, so $E-\varepsilon$ becomes $E-FR-\varepsilon$. Neglecting the field's variation inside the region and its effect on $c$,
\begin{equation}
\delta X\simeq2c(E-\varepsilon)(X-R).\label{offset}
\end{equation}
Raising $\varepsilon$ by 0.004 hartree produces an energy error of $1.21\times10^{-5}$ hartree, hence $c=0.76$ per hartree. Equation (\ref{offset}) predicts $2(0.76)(-0.004)(0.483)=-2.9\times10^{-3}$ bohr; the computed value is $-2.8\times10^{-3}$ bohr. Doubling the offset multiplies the energy error by 4.01 and the centre error by 1.96.

This matters in a doubled supercell with A at 2 and 11 bohr and B at 5 and 14.2 bohr. Two bands are occupied, so $M$ is a $2\times2$ matrix. Removing all moments beyond the charge changes the sum of centres by 0.01426 bohr, against an on-site term of 0.01425 bohr. With $\varepsilon$ at the mean of its two bands, the full ultrasoft sum differs from the all-electron one by $-1.4\times10^{-4}$ bohr. With the single-cell $\varepsilon$ the difference is $5.0\times10^{-3}$ bohr, about a third of the on-site term. Centring helps here mainly by cancellation: by equation (\ref{offset}), orbitals with energies below and above $\varepsilon$ have centre errors of opposite sign when $X-R$ has the same sign for both. The sum is then more accurate than the separate centres. A comparison with all-electron centres that is meant to expose a missing dipole must keep this linear error small. With one partial wave per parity, this can happen through such cancellation or because the occupied bands all lie close to $\varepsilon$. Adding partial waves at a second reference energy can also reduce the error strongly. The remaining values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
cell length 9.0 bohr; well half-width 1.5 bohr; grid 0.05 bohr
well depths A, B: 1.3, 1.1 hartree; softness 0.4
A at 2.0 bohr; B polar 5.0, symmetric 6.5 bohr
reference energy (band mean): -0.60537 hartree
occupied band width, gap: 0.00283, 0.18073 hartree
q even-even, odd-odd: 0.96548, 0.24024 (unnormalised partial waves)
d even-odd: 0.20867 (same partial waves)
largest ultrasoft band-energy error: 1.81e-06 hartree
augmentation charge per orbital: 0.47854 electrons
centre, all-electron, 40 k: 2.48128 bohr
centre, full ultrasoft: 2.48132 bohr
centre, only first moment removed: 2.47306 bohr
centre, charge q only: 2.47305 bohr
centre, q and first moment only: 2.48131 bohr
on-site term sum rho d: 0.00826 bohr
full ultrasoft minus all-electron: 3.96e-05 bohr
10 k points: full minus charge-only 0.008383 bohr, mesh error 1.27e-04 bohr
20 k points: full minus charge-only 0.008289 bohr, mesh error 3.16e-05 bohr
40 k points: full minus charge-only 0.008265 bohr, mesh error 7.91e-06 bohr
80 k points: full minus charge-only 0.008259 bohr, mesh error 1.98e-06 bohr
mesh-error ratio, 20 to 40 k points: 4.000
symmetric structure: centre 2.00000 bohr, |on-site term| 4.2e-15 bohr
rigid shift 0.5 bohr: full centre moves 0.50000 bohr
same shift, no site phase: centre moves 0.26069 bohr
supercell 18.0 bohr, A at [2.0, 11.0], B at [5.0, 14.2] bohr, 20 k
supercell reference energy: -0.60162 hartree
supercell centre sum, all-electron: 13.87883 bohr
supercell centre sum, full ultrasoft: 13.87870 bohr
supercell residual: own reference -1.35e-04 bohr, single-cell reference 4.96e-03 bohr
supercell loss, on-site term: 0.01426, 0.01425 bohr
isolated pair: box 18.0, A 7.0, B 10.0 bohr, 16 k
isolated energy, all-electron: -0.605356 hartree
isolated energy, ultrasoft: -0.605356 hartree
isolated centre, all-electron dE/dF: 7.482845 bohr
isolated centre, ultrasoft density: 7.482842 bohr
isolated centre, ultrasoft Berry phase: 7.482693 bohr
isolated on-site term: 0.008269 bohr
reference offset 0.004 hartree: energy error 1.21e-05 hartree, centre error -2.79e-03 bohr
reference offset 0.008 hartree: energy error 4.85e-05 hartree, centre error -5.45e-03 bohr
ratios on doubling the offset: energy 4.011, centre 1.957
3D s-p test at b=1.3/bohr: direct -0.01764414 i, Bessel -0.01764414 i
area per chain 50.0 bohr^2; ion charge on B 1.0 e
ionic dipole change: -1.50000 e bohr
total dipole change, all-electron: -2.46255 e bohr = -31.310 uC/cm2
total dipole change, full ultrasoft: -2.46263 e bohr = -31.311 uC/cm2
total dipole change, charge only: -2.44610 e bohr = -31.101 uC/cm2
lost on-site polarisation: -0.210 uC/cm2
\end{verbatim}
